# Spin relaxation by Johnson noise near a metal film

Suppose the relaxation rate of an electron spin is to be calculated at several distances $d$ from a metal film. One must first decide whether the bulk conductivity $\sigma$ is enough, or whether the electrons' flights between collisions must be followed. With $\sigma$ alone the rate near a thick film grows as $\sigma T/d$. This law fails when $d$ is no longer large compared with the mean free path $l$. For a free-electron metal the rate does not then become constant: it keeps growing, but only logarithmically.

## The estimate

All noise spectra here are two-sided,
$$S(\omega)=\int_{-\infty}^{\infty}\langle B(\tau)B(0)\rangle e^{i\omega\tau}d\tau ,$$
and the spin frequency is low, $\hbar\omega\ll kT$.

**Far from the film, $d\gg l$.** The metal that matters is a region of size $d$. Thermal current density in an ohmic conductor has spectrum $2kT\sigma$ times a spatial delta function, so the current density integrated over the volume $d^3$ has spectrum $2kT\sigma d^3$. Such a current element produces a field smaller by the factor $\mu_0/(4\pi d^2)$. Hence
$$S\sim\frac{\mu_0^2}{16\pi^2d^4}\,2kT\sigma d^3=\frac{\mu_0^2kT\sigma}{8\pi^2d}.$$

**Close to the film, $d\ll l$.** Now electrons fly past without colliding. One passing at distance $r$ with the Fermi velocity $v_F$ gives a field $\mu_0ev_F/(4\pi r^2)$ for a time $r/v_F$. The time integral of this pulse is $\mu_0e/(4\pi r)$. Of the density $n$, a fraction of order $kT/E_F$ is thermally active, so about $(nkT/E_F)v_Fr^2$ such pulses arrive per unit time. At low frequency, random pulses give a spectrum equal to their rate times the squared pulse area:
$$S\sim\frac{nkT}{E_F}v_Fr^2\,\frac{\mu_0^2e^2}{16\pi^2r^2}=\frac{\mu_0^2kT}{8\pi^2}\frac{ne^2}{mv_F}=\frac{\mu_0^2kT\sigma}{8\pi^2l}.$$
Here $E_F=mv_F^2/2$, $\sigma=ne^2\tau/m$ and $l=v_F\tau$ were used.

This is the far result with $d$ replaced by $l$, and taken alone it would mean that the noise saturates. But $r$ has dropped out: each doubling of $r$ between $d$ and $l$ contributes equally. The number of doublings grows as $\ln(l/d)$, and so does the noise.

## From field noise to $1/T_1$

Let $\gamma=g\mu_B/\hbar$, with $g$ taken positive, and let the coupling be $(\hbar\gamma/2)\,\boldsymbol\sigma\cdot\mathbf B$, where $\boldsymbol\sigma$ holds the Pauli matrices. Axes 1 and 2 are normal to the static field. The matrix element for a spin flip is $(\hbar\gamma/2)(B_1\pm iB_2)$. To second order in the noise, the flip probability per unit time is
$$w=\frac{\gamma^2}{4}(S_1+S_2).$$
Cross terms between axes 1 and 2 cancel because the noise tensor is real and symmetric: the film is isotropic in its plane, and the static field's effect on the metal is neglected. Since $\hbar\omega\ll kT$, upward and downward rates are equal. A population difference decays at their sum,
$$\frac1{T_1}=\frac{\gamma^2}{2}(S_1+S_2).$$

Let $z$ be the film normal and $\theta$ the angle of the static field to it. It is shown below that $S_{xx}=S_{yy}=S_{zz}/2$. With the static field in the $xz$ plane, one transverse axis is $y$ and the other is $\hat x\cos\theta-\hat z\sin\theta$. Then
$$S_1+S_2=S_{zz}\left(\tfrac12+\tfrac12\cos^2\theta+\sin^2\theta\right),$$
$$\frac1{T_1}=\frac{\gamma^2S_{zz}}{2}\left(1+\tfrac12\sin^2\theta\right).$$

## From noise to absorbed power

Place a test dipole $m\cos\omega t$ at the spin. The metal returns to it the field $m(\chi'\cos\omega t+\chi''\sin\omega t)$. The work done by whatever drives the dipole is $-\int B\,dm$, so the mean absorbed power is $P=\tfrac12\omega m^2\chi''$. The classical fluctuation-dissipation theorem, $S=(2kT/\omega)\chi''$, gives
$$S=\frac{4kT\,P}{\omega^2m^2}.$$

Let the metal occupy $0<z<t$ and the dipole sit at $z=-d$. When $d$ and $t$ are well below the skin depth, induced currents hardly alter the field, and the dipole's vacuum field may be used inside the metal. Write $\mathbf B=-\nabla\Phi$, with components $\Phi=\phi_q e^{i\mathbf q\cdot\mathbf r-qz}$ and time factor $e^{-i\omega t}$. Then $B_z=q\phi_q$ at $z=0$.

Try an electric field along $\hat{\mathbf s}=\hat z\times\hat{\mathbf q}$, with amplitude $E_q$ and the same spatial dependence. The $z$ component of Faraday's law, $\nabla\times\mathbf E=i\omega\mathbf B$, reads $iqE_q=i\omega q\phi_q$, so $E_q=\omega\phi_q$. The in-plane component requires $qE_q=\omega q\phi_q$, which is the same condition. This field has no divergence and no component normal to the faces. By mirror symmetry in the plane of $\mathbf q$ and $z$, an isotropic metal responds with current along $\hat{\mathbf s}$, so no charge builds up, even if the response is nonlocal.

For a dipole along $z$, $\Phi=-(\mu_0m/4\pi)\,\partial_z(1/R)$, where $R$ is the distance from it. The in-plane Fourier transform of $1/R$ is $(2\pi/q)e^{-q(z+d)}$, so
$$\phi_q=\frac{\mu_0m}{2}e^{-qd},\qquad |E_q|=\frac{\omega\mu_0m}{2}e^{-qd}.$$
For a dipole along $x$, $\partial_z$ becomes $\partial_x$. This multiplies $|\phi_q|$ by $|q_x|/q$. The power acquires $q_x^2/q^2$, whose angular average is $1/2$. This proves $S_{xx}=S_{zz}/2$.

Define an absorbing depth $W(q)$: the depth integral of the real part of $e^{-qz}$ times the current density, the latter in units of $\sigma E_q$. Then
$$P=\frac12\int\frac{d^2q}{(2\pi)^2}\,\sigma|E_q|^2W=\frac{\omega^2\mu_0^2m^2\sigma}{16\pi}\int_0^\infty qWe^{-2qd}dq,$$
and therefore
$$S_{zz}=\frac{\mu_0^2kT\sigma}{4\pi l}\,J,\qquad J=l\int_0^\infty qW(q)e^{-2qd}dq.$$

## Local metal

If current follows the local field, $W=\int_0^te^{-2qz}dz=(1-e^{-2qt})/(2q)$. The remaining integral is elementary:
$$J=\frac l2\int_0^\infty\left[e^{-2qd}-e^{-2q(d+t)}\right]dq=\frac{l\,t}{4d(d+t)},$$
$$S_{zz}=\frac{\mu_0^2kT\sigma\,t}{16\pi d(d+t)}.$$
For $d\ll t$ this is $\mu_0^2kT\sigma/(16\pi d)$, larger than the estimate by a factor $\pi/2$. For $d\gg t$ the noise falls as $t/d^2$.

The rate is proportional to $\sigma T$, not to $T$ alone. If $\sigma$ itself varies as $1/T$, the local rate does not change with temperature.

## Electrons with a finite mean free path

Take a spherical Fermi surface and isotropic scattering with time $\tau$. Choose $x$ along $\mathbf q$ and $y$ along the electric field. For an electron moving in direction $\mathbf n$, the shift of the distribution is proportional to $n_yh(z)$, normalized so that $h=1$ in a uniform static field. Isotropic scattering returns nothing to this shift, since it is odd in $n_y$. For $\omega\tau\ll1$ the Boltzmann equation becomes
$$\pm n_zl\,h_\pm'+s\,h_\pm=e^{-qz},\qquad s=1+iqln_x,\quad n_z>0,$$
with plus for electrons leaving the front face and minus for those approaching it. Let a fraction $p$ reflect specularly and the rest diffusely. Diffuse electrons carry no shift, so $h_+(0)=p\,h_-(0)$.

Consider first a half-space. Define $a=s+qln_z$ and $b=s-qln_z$. The bounded solutions are
$$h_-=\frac{e^{-qz}}a,\qquad h_+=\frac{e^{-qz}}b+\left(\frac pa-\frac1b\right)e^{-sz/(n_zl)}.$$
Multiply by $e^{-qz}$ and integrate over depth. The first gives $1/(2qa)$. The second gives
$$\frac1{2qb}+\left(\frac pa-\frac1b\right)\frac{n_zl}{a}.$$
Its terms without $p$ combine, because $a-2qln_z=b$:
$$\frac{a-2qln_z}{2qab}=\frac1{2qa}.$$
The current, in units of $\sigma E_q$, is $3/(4\pi)$ times the integral of $n_y^2h$ over directions. Thus
$$W=\frac3{4\pi}\int_{n_z>0}n_y^2\,\mathrm{Re}\left[\frac1{qa}+\frac{p\,l\,n_z}{a^2}\right]d\Omega.$$

**First correction at large distance.** For $ql\ll1$, $1/a\approx1-ql(n_z+in_x)$. The hemisphere integrals of $n_y^2$ and $n_y^2n_z$ are $2\pi/3$ and $\pi/4$, so
$$W\approx\frac1{2q}-\frac{3}{16}(1-p)l,\qquad J\approx\frac l{4d}\left[1-\frac{3(1-p)}{16}\frac ld\right].$$
The first-order loss comes from electrons that leave a diffuse surface without memory of the field. It vanishes for a specular surface. For a diffuse one it reaches 10% of the local result at $d\approx2l$.

## The logarithm at short distance

Put $u=ql$, $\delta=d/l$ and $w=n_z+in_x$, so that $a=1+uw$. Then
$$J=\frac3{4\pi}\int_{n_z>0}n_y^2\,\mathrm{Re}\,[I_1+p\,n_zI_2]\,d\Omega,$$
$$I_1=\int_0^\infty\frac{e^{-2\delta u}}{1+uw}du,\qquad I_2=\int_0^\infty\frac{u\,e^{-2\delta u}}{(1+uw)^2}du.$$
The first is $w^{-1}e^cE_1(c)$, with $c=2\delta/w$ and $E_1$ the exponential integral. For small $c$, $E_1(c)\approx-\ln c-\gamma_E$, with $\gamma_E$ Euler's constant. Writing $\Lambda=\ln(l/2d)-\gamma_E$, we have
$$I_1\approx\frac{\Lambda+\ln w}{w}.$$
For the second, use $u/(1+uw)^2=w^{-1}[(1+uw)^{-1}-(1+uw)^{-2}]$. The last term integrates to $1/w$ as $\delta\to0$, so
$$I_2\approx\frac{\Lambda+\ln w-1}{w^2}.$$

Take polar angle $\alpha$ from the $y$ axis and set $w=\sin\alpha\,e^{i\varphi}$, with $|\varphi|<\pi/2$. Then $n_y=\cos\alpha$, $n_z=\sin\alpha\cos\varphi$ and $d\Omega=\sin\alpha\,d\alpha\,d\varphi$. Powers of $\sin\alpha$ cancel in both terms. With $L=\Lambda+\ln\sin\alpha$, the integrals over $\varphi$ are
$$\int(L\cos\varphi+\varphi\sin\varphi)d\varphi=2L+2,$$
$$\int\cos\varphi\,[(L-1)\cos2\varphi+\varphi\sin2\varphi]d\varphi=\tfrac23(L-1)+\tfrac89.$$
For the integral over $\alpha$, $\int_0^\pi\cos^2\alpha\,d\alpha=\pi/2$. The series $\ln\sin\alpha=-\ln2-\sum_{k\ge1}\cos(2k\alpha)/k$ gives
$$\int_0^\pi\cos^2\alpha\,\ln\sin\alpha\,d\alpha=-\frac\pi2\left(\ln2+\frac12\right).$$
Averaging over $\alpha$ thus replaces $L$ by $\Lambda-\ln2-1/2$. Since $\Lambda-\ln2=\ln(l/4d)-\gamma_E$,
$$J\approx\frac34\left[\ln\frac l{4d}-\gamma_E+\frac12\right]+\frac p4\left[\ln\frac l{4d}-\gamma_E-\frac16\right].$$

The prefactor of $J$ in $S_{zz}$ contains $\sigma/l=ne^2/(mv_F)$. With $mv_F=\hbar k_F$ and $n=k_F^3/(3\pi^2)$, this is $e^2k_F^2/(3\pi^2\hbar)$. At fixed density, scattering therefore enters the leading short-distance result through the logarithm.

## A film with two diffuse faces

For finite thickness, $h_-(t)=0$ replaces the condition deep in the metal:
$$h_-=\frac{e^{-qz}-e^{-qt}e^{-s(t-z)/(n_zl)}}a.$$
The electrons moving the other way, with $h_+(0)=0$, contribute the same depth integral: attenuation between two depths is the same in both directions. Integrating $e^{-qz}h_-$ and doubling gives
$$\frac2a\left[\frac{1-e^{-2qt}}{2q}-\frac{n_zl}{b}\left(e^{-2qt}-e^{-qt-st/(n_zl)}\right)\right],$$
which replaces the bracket in $W$. If $t\gg l$, the layers missing below $z=t$ would have responded locally. Their absence lowers $J$ by approximately $l/[4(d+t)]$.

## Numbers for a model metal

Take $n=6\times10^{28}\ \mathrm{m^{-3}}$, $\sigma=4\times10^7$ S/m, $T=300$ K and $t=1000$ nm, with diffuse faces. These are round model parameters. They give $v_F=1.40\times10^6$ m/s and $\tau=23.7$ fs, hence $l=33.2$ nm. The electron spin has frequency 100 MHz in a static field of 3.57 mT along the normal, so $1/T_1=\gamma^2S_{zz}/2$.

At $d=100$ nm the local formula gives
$$S_{zz}=\frac{(1.257\times10^{-6})^2(1.381\times10^{-23})(300)(4\times10^7)(10^{-6})}{16\pi(10^{-7})(1.1\times10^{-6})},$$
or $4.73\times10^{-20}\ \mathrm{T^2/Hz}$. With $\gamma=1.761\times10^{11}\ \mathrm{rad\,s^{-1}T^{-1}}$ the local rate is $734\ \mathrm{s^{-1}}$.

For the full rate, $J$ was obtained by numerical quadrature over directions and wave number, using the film expression above. The rate is $9731\,J\ \mathrm{s^{-1}}$. At 100 nm, $J=0.0703$, which gives $684\ \mathrm{s^{-1}}$, or $T_1=1.46$ ms.

| $d$ (nm) | local rate (s⁻¹) | full rate (s⁻¹) | full/local |
|---:|---:|---:|---:|
| 1 | 80600 | 16300 | 0.20 |
| 3 | 26800 | 10100 | 0.38 |
| 10 | 7990 | 4970 | 0.62 |
| 30 | 2610 | 2130 | 0.82 |
| 100 | 734 | 684 | 0.93 |
| 300 | 207 | 201 | 0.97 |

The bulk conductivity suffices at 100 nm if a 7% error is acceptable. At 10 nm the local rate is 1.6 times the full one, and at 1 nm it is 4.9 times too large. There is no plateau in this range: from 10 to 1 nm the full rate still rises by a factor 3.3, against 10.1 for the local law.

The large-distance expansion accounts for the last two rows. The front-face loss in $J$ is $3l^2/(64d^2)$. Divided by the film's local value $lt/[4d(d+t)]$, it is $(3l/16d)(1+d/t)$. This is 0.068 at 100 nm and 0.027 at 300 nm, close to the tabulated deficits.

The logarithmic formula needs a smaller $d/l$ than one might expect. For a thick diffuse metal at 1 nm it gives
$$9731\times\tfrac34\left[\ln\frac{33.17}{4}-0.577+0.5\right]\approx14900\ \mathrm{s^{-1}},$$
whereas quadrature gives $16400\ \mathrm{s^{-1}}$, so the formula is 9% low. At 3 nm it is 33% low, although $d$ is there only a tenth of $l$. The quadrature is then the better choice. A specular surface raises the thick-metal rate at 1 nm to $20500\ \mathrm{s^{-1}}$, a 25% increase that measures the uncertainty from an unknown surface within this model.

The finite thickness matters little at that distance. The missing layers should lower the rate by $9731\times33.17/(4\times1001)\approx81\ \mathrm{s^{-1}}$. This is the difference between the thick metal and the film found by quadrature.

Doubling $\sigma$ and $l$ at fixed density separates the two regimes. At 300 nm the rate rises by a factor 1.94, nearly in proportion to $\sigma$. At 1 nm it rises by 1.27. A cleaner film is thus much noisier far away but only moderately noisier nearby.

## Where the result stops holding

Screening limits the result at large distances. Here the skin depth is 7960 nm. For a local half-space it can be included through the reflection coefficient $(q-\kappa)/(q+\kappa)$, where $\kappa^2=q^2-i\mu_0\sigma\omega$. The reflected field at the dipole then gives $\chi=(\mu_0/4\pi)\int q^2[(q-\kappa)/(q+\kappa)]e^{-2qd}dq$. Evaluated by quadrature at 300 nm, this lowers the noise to 0.92 of its unscreened value. For a very thick metal, screening thus matters even when $d$ is a few percent of the skin depth.

The loss comes mainly from deep layers, which the 1000 nm film does not have. For a local film, write $r=(q-\kappa)/(q+\kappa)$ and replace this coefficient by $r(1-e^{-2\kappa t})/(1-r^2e^{-2\kappa t})$. The same quadrature then gives a factor 0.999 at 300 nm, so the table needs no screening correction. For this film the noise is lowered by 10% only at about $d=10\ \mu\mathrm{m}$.

At short distances the electrons must still act as classical trajectories, which requires $k_Fd\gg1$. At 1 nm $k_Fd$ is 12, so the logarithm must not be continued to contact. Exchange with the metal's electrons, magnetic impurities and other relaxation channels are outside this calculation and would add to the rate. Within its range, and for a film much thicker than $l$, the working rule is to use the local formula for $d$ well above $2l$ and the full integral around and below $l$. A film with $t$ comparable to $l$ and diffuse faces needs the full integral at every distance, or the film's own reduced conductivity at large $d$: for the model metal the full rate at 300 nm is only 0.66 of the local one for $t=30$ nm and 0.41 for $t=10$ nm, and the ratio hardly changes farther away. The logarithmic formula for a diffuse surface is 5% low at $d\approx l/60$. For the model metal that is 0.56 nm, where $k_Fd$ is only about 7, so the formula is quantitatively useful only for metals with a much longer mean free path.
